Mean radius for second-layer nucleation on growing islands

**Setting**

During epitaxial growth, atoms also land on top of first-layer islands. If they descend slowly across the island edge, a new layer can nucleate on top while the island is still small. Repetition of this process builds mounds.

For an ensemble of equivalent islands, let P(R) be the probability that second-layer nucleation has occurred by the time the island radius is R:

P(R) = 1 − exp[−(R/Rc)⁷], 0 ≤ R < ∞.

Here R is the radius of the first-layer island at nucleation, not the size of the new nucleus.

**Part (a). Show that the mean nucleation radius is 0.935 Rc. Is Rc itself a mean?**

*Model answer.* P is a cumulative probability, so the probability density of the nucleation radius is its derivative:

p(R) = dP/dR = (7R⁶/Rc⁷) exp[−(R/Rc)⁷].

It is normalised, because P rises from 0 at R = 0 to 1 as R → ∞. The mean is

⟨R⟩ = ∫₀^∞ R p(R) dR.

Substitute u = (R/Rc)⁷. Then R = Rc u^(1/7) and du = (7R⁶/Rc⁷) dR, so that p(R) dR = e^(−u) du and

⟨R⟩ = Rc ∫₀^∞ u^(1/7) e^(−u) du.

Since Γ(s) = ∫₀^∞ u^(s−1) e^(−u) du, the exponent 1/7 means s = 8/7:

⟨R⟩ = Γ(8/7) Rc.

To evaluate this by hand, use the expansion of ln Γ about 1, valid for |x| < 1:

ln Γ(1+x) = −γx + ζ(2)x²/2 − ζ(3)x³/3 + ζ(4)x⁴/4 − …

Here γ = 0.57722 is Euler's constant and ζ is the Riemann zeta function. For x = 1/7 the first four terms give

ln Γ(8/7) ≈ −0.08246 + 0.01679 − 0.00117 + 0.00011 = −0.06673.

Exponentiation gives 0.935, hence

⟨R⟩ = 0.935 Rc.

Direct quadrature of the mean gives 0.93544, in agreement.

Rc is not the mean. At R = Rc, P = 1 − 1/e = 0.632, so 63% of the islands have already nucleated. At the mean radius the fraction is 0.466.

**Part (b). Find the spread, median and mode. What changes if growth of separate islands ends at a finite radius Rm?**

*Model answer.* The same substitution gives ⟨R²⟩ = Rc² ∫₀^∞ u^(2/7) e^(−u) du = Γ(9/7)Rc². The standard deviation is therefore

σ = Rc [Γ(9/7) − Γ(8/7)²]^(1/2) = 0.157 Rc,

about 17% of the mean. The median follows from exp[−(R/Rc)⁷] = 1/2:

R_median = (ln 2)^(1/7) Rc = 0.949 Rc.

For the mode, set d ln p/dR = 6/R − 7R⁶/Rc⁷ = 0. This gives

R_mode = (6/7)^(1/7) Rc = 0.978 Rc.

If islands coalesce at Rm, a fraction exp(−uₘ), with uₘ = (Rm/Rc)⁷, never nucleates as separate islands. Among those that do nucleate, the mean is

⟨R⟩ₘ = Rc [∫₀^uₘ u^(1/7) e^(−u) du] / [1 − e^(−uₘ)].

For uₘ ≫ 1 this returns 0.935 Rc. For uₘ ≪ 1, set e^(−u) ≈ 1 in the integral and 1 − e^(−uₘ) ≈ uₘ:

⟨R⟩ₘ ≈ Rc (7/8)uₘ^(8/7)/uₘ = (7/8)Rm.

The few nucleation radii are then set by coalescence, not by Rc. The factor 0.935 thus requires that few islands survive un-nucleated to Rm.

**Part (c). Derive the exponent 7 for a strong step-edge barrier, and find Rc.**

*Model answer.* Assume compact circular islands, stable dimers, and a fixed capture area 1/N per island, where N is the island density. Let F be the flux in monolayers per second and Ω the area per site, so F/Ω atoms land per unit area and time.

*Growth.* Suppose that every atom landing in the capture area joins the island edge, including those that first land on top. The island gains F/(NΩ) atoms per second, each adding area Ω:

d(πR²)/dt = F/N, so dt/dR = 2πNR/F.

*Residence time.* Let n(r) be the adatom density on top, D the diffusion constant and κ the edge escape velocity. For steady deposition at fixed R,

(D/r) d(r dn/dr)/dr = −F/Ω.

Integrate once. Regularity at r = 0 removes the integration constant, leaving

dn/dr = −Fr/(2ΩD).

At the edge, the arriving current equals the escaping current, −D dn/dr = κn. Thus n(R) = FR/(2Ωκ), and a second integration gives

n(r) = (F/Ω)[R/(2κ) + (R² − r²)/(4D)].

Integrating over the disc, with ∫₀^R (R² − r²)2πr dr = πR⁴/2, gives the mean adatom number:

πR²(F/Ω)[R/(2κ) + R²/(8D)].

In a steady state this number equals the arrival rate times the mean residence time τ. Hence

τ = R/(2κ) + R²/(8D).

For a strong barrier, κR/D ≪ 1 and τ ≈ R/(2κ). An adatom then crosses the island many times before leaving.

*Nucleation rate.* Atoms arrive on top at rate A = FπR²/Ω. If Aτ ≪ 1, the probability that another arrives before the first leaves is approximately Aτ. Assume that two adatoms present together meet and form a stable nucleus. The nucleation rate is

ω = A(Aτ) = (π²F²R⁴/Ω²)[R/(2κ)] = π²F²R⁵/(2Ω²κ).

*Survival.* The un-nucleated fraction S = 1 − P obeys dS/dt = −ωS. Changing variable from time to radius,

d ln S/dR = −ω dt/dR = −π³FNR⁶/(Ω²κ).

Five powers of R come from ω and one from dt/dR; integration supplies the seventh. With S(0) = 1,

ln S = −π³FNR⁷/(7Ω²κ).

This is the stated law, with

Rc⁷ = 7Ω²κ/(π³FN).

A stochastic calculation tested this step for the parameters of part (d). It drew random arrivals and residence times on 20,000 growing islands and counted every overlap as nucleation. The estimated exponent was 7.01 and the mean was 0.9389 Rc, 0.4% above the ideal value.

Part of the excess comes from finite Aτ. Write q = Aτ and let T be the mean wait from an empty terrace at fixed R. After the first arrival, the next event takes on average τ/(1+q), and it is a departure with probability 1/(1+q). Therefore

T = 1/A + τ/(1+q) + T/(1+q), so T = (1+2q)/(Aq).

The rate is Aq/(1+2q), slightly below Aq. Let y = R/Rc and q = q₁y³. To first order, the exponent y⁷ becomes y⁷ − 1.4q₁y¹⁰. Dividing the deficit by the slope 7y⁶ gives a radius shift of 0.2q₁y⁴. Since ⟨y⁷⟩ = 1, ⟨y⁴⟩ ≤ 1. With q₁ = 0.00697, the mean shift is at most 0.0014 at this order.

The observed excess is 0.0035, and the sampling error of the mean is 0.158/√20000 = 0.0011. The remainder is about two standard errors. The largest distance between the sampled and ideal cumulative curves is 0.016, whereas ideal samples of this size exceed about 0.0115 in roughly 1% of cases. The sample therefore differs detectably from the ideal law. Finite occupancy shifts the mean by 0.0012 and the cumulative curve by at most 0.004. Even with this correction, sampling noise produces a distance of 0.016 in well under 1% of samples of this size. The sample is thus atypical; it supports the exponent 7 and the mean to about 0.4%, but not finer agreement.

**Part (d). Estimate the mean radius for rough parameters in the regime of Pt(111) growth at 300 K.**

Take hop length a = 0.28 nm, Ω = 0.0679 nm², F = 0.005 ML/s and N = 0.003 nm⁻². The terrace barrier is 0.26 eV, the additional edge barrier 0.25 eV and the hopping prefactor 5×10¹² s⁻¹.

*Model answer.* With kT = 0.02585 eV, the descent rate from an edge site is

ν′ = 5×10¹² exp[−(0.26 + 0.25)/0.02585] s⁻¹ = 1.35×10⁴ s⁻¹.

There are 1/a edge sites per unit length, each occupied with probability nΩ. The escaping current per length is nΩν′/a, so

κ = Ων′/a = 3.28×10³ nm/s.

Therefore

Rc⁷ = 7(0.0679)²(3281)/[π³(0.005)(0.003)] nm⁷ = 2.28×10⁵ nm⁷,

Rc = 5.8 nm.

The mean and standard deviation are

⟨R⟩ = 0.935 × 5.825 nm = 5.4 nm (54 Å),

σ = 0.157 × 5.825 nm = 0.9 nm.

At Rc, A = 7.85 s⁻¹ and τ = 8.88×10⁻⁴ s. The product Aτ = 0.007 confirms that the top terrace is usually empty. The diffusion term in τ is 0.11% of the edge term, so the strong-barrier limit also holds.

The value of κ depends on a convention: ν′ was taken as the total descent rate of an edge site, with the full prefactor. If the prefactor is instead shared among the six hop directions, as it is for terrace hops, only the outward bonds lead down. On a triangular-lattice disc τ is then about 2.65 times longer, giving Rc ≈ 5.1 nm and a mean of about 4.7 nm.

**Part (e). Which assumptions limit this estimate?**

*Model answer.* Equating πRm² with 1/N gives Rm = 10.3 nm, where the ideal law leaves a fraction of order 10⁻²⁴ un-nucleated. This Rm is an upper estimate, because neighbouring islands touch before they fill their capture areas. For equal capture areas the fraction is below 1% at half coverage, where R = 7.3 nm, but 11% at 0.4 ML; with a 30% spread in capture areas these values become about 6% and 19%. Since R = Rc already corresponds to 0.32 ML, and irregularly spaced islands can touch a neighbour at coverages of roughly 0.2 to 0.4 ML, a sizeable share of islands may touch before they nucleate. Truncation is negligible only for nearly regular island spacings or lower island densities.

The edge barrier matters more. Since Rc ∝ κ^(1/7), lowering it by 0.05 eV at fixed T, F and N raises Rc to 7.7 nm; raising it by the same amount lowers Rc to 4.4 nm. Lowering it by 0.10 eV gives

Rc = 5.825 exp[0.10/(7 × 0.02585)] nm ≈ 10.1 nm.

The formula then leaves a fraction exp[−(10.3/10.1)⁷], about 0.3, un-nucleated at coalescence. This is only a rough guide: the lower barrier shortens the residence time, and on a larger island two adatoms take longer to meet. They are therefore more likely to miss each other: the meeting probability falls to about one half near 10 nm (and to about 0.86 at 7.7 nm for the 0.05 eV lowering). The diffusion term in τ, now about 10% of the edge term, acts weakly in the opposite direction. Together these effects raise the fraction to roughly 0.55. The unrestricted mean no longer applies.

For the parameters of part (d), the other effects are smaller:

- A lattice random-walk calculation at Rc gives a 98% chance that two adatoms meet before either leaves. Missed meetings raise Rc by 0.2%.
- For a rough dimer dissociation barrier of 0.76 eV, the dissociation rate is 0.11 times the arrival rate at Rc. If every dissociation before the next arrival counted as a failure, ω at Rc would fall by a factor 1.11. The reduction is stronger on smaller islands, where arrivals are rarer; over the whole growth the mean radius would rise by about 2%. This is an upper bound, because dissociated atoms almost always meet again. The result is, however, very sensitive to the assumed barrier: even with re-meeting, a value near 0.55 eV would raise the mean by about 10%, and near 0.5 eV dimers could no longer be treated as stable.
- A 30% relative spread in capture areas, modelled by a gamma distribution with fixed mean, lowers the mean radius by 0.6% if coalescence is ignored.

On real Pt(111), the edge barrier depends on step structure and contamination. The value 0.25 eV is an input chosen to represent a strong barrier, not a measured value for a particular kind of step. Values reported for clean steps are much smaller, of order 0.1 eV; for 0.12 eV or less, κR/D exceeds 1 and the formula gives Rc > Rm, so the R⁷ law does not describe that case. Real islands also need not be circular. For an equilateral triangle of the same area, the perimeter is 1.29 times that of a circle. If κ is the same along every edge, τ in the strong-barrier limit is area/(κ × perimeter), so Rc, defined as an equal-area radius, rises by 1.29^(1/7), or about 4%. On a lattice, κ also depends on the edge direction, so this is only a rough figure. Ramified islands, which clean Pt(111) tends to form near room temperature, need a separate treatment. The factor 0.935 follows from the stated probability law, whereas 5.4 nm is a model estimate, sensitive to the terrace and edge barriers that set κ, to the definition of the descent rate and to the onset of coalescence. The remaining computed values are in the numerical output.

Table of computed values

```
-- Nucleation radius in units of Rc --
Mean, Gamma(8/7): 0.93544
Mean, quadrature: 0.93544
Standard deviation: 0.1572
Median: 0.9490
Mode: 0.9782
P at R = Rc: 0.6321
P at the mean radius: 0.4657
-- Inputs (rough, Pt(111) regime) --
Temperature: 300 K
Hop length: 0.28 nm
Terrace barrier: 0.26 eV
Additional edge barrier: 0.25 eV
Prefactor: 5e+12 1/s
Flux: 0.005 ML/s
Island density: 0.003 1/nm^2
-- Intermediate values --
Thermal energy: 0.02585 eV
Site area: 0.0679 nm^2
Terrace hop rate: 2.14e+08 1/s
Edge descent rate: 1.35e+04 1/s
Diffusion constant D: 4.2e+06 nm^2/s
Escape velocity kappa: 3281 nm/s
Residence time at Rc: 0.000888 s
Arrival rate on top at Rc: 7.85 1/s
-- Main results --
Rc: 5.825 nm
Mean nucleation radius: 5.449 nm
Standard deviation: 0.916 nm
-- Stochastic islands --
Number of islands: 20000
Mean radius / Rc: 0.9389
Standard deviation / Rc: 0.1581
Estimated exponent: 7.01
Largest distance from P: 0.0160
-- Neglected effects --
Coalescence radius: 10.30 nm
Fraction not nucleated by then: 3.4e-24
Mean adatom number on top at Rc: 6.97e-03
Diffusion term / edge term in tau: 1.14e-03
Slowest decay rate times tau: 1.000000
Pair meeting probability at Rc: 0.9835
Rc factor from missed meetings: 1.0024
Dimer dissociation barrier: 0.76 eV
Dimer dissociation rate: 0.85 1/s
Dissociation / arrival rate: 0.11
Relative capture-area spread: 0.3
Mean-radius factor from that spread: 0.9944
Rc for edge barrier lower by 0.05 eV: 7.68 nm
Rc for edge barrier higher by 0.05 eV: 4.42 nm
```
